# The lifetime of the 2p level in hydrogen and hydrogenic ions, part 1

(Sections cited here and not found follow in the second part.)

## The problem

An electron (mass $m$, charge $-e$ with $e>0$) is bound to a point nucleus (mass $M$, charge $+Ze$). The pair obeys the Schrödinger equation with the Coulomb potential and is coupled to the quantized electromagnetic field, which starts in its vacuum state. The atom is at rest in a 2p state. Work to lowest order in the coupling and in the electric dipole approximation.

(a) Find the matrix element of the electron–nucleus separation $\mathbf r$ between 1s and 2p.

(b) Find the lifetime of the 2p level of hydrogen.

(c) Find how the lifetime depends on $Z$, and say under what conditions that law holds.

Rates are wanted in SI units. The fine-structure constant is $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$ and the reduced mass is $\mu=mM/(m+M)$.

## A tempting solution

A transition dipole $\mathbf d$ at angular frequency $\omega$ radiates at the rate $A=\omega^3|\mathbf d|^2/(3\pi\varepsilon_0\hbar c^3)$. For hydrogen $\mathbf d=-e\langle\mathbf r\rangle$ and $\hbar\omega=\tfrac38\alpha^2\mu c^2$. With $a=\hbar/(\mu c\alpha)$ the matrix element along $z$ is $\langle 1s|z|2p_0\rangle=0.745\,a$, whose square is $(2^{15}/3^{10})\,a^2$, and the sublevels $m_l=\pm1$ give the same squared length.

The 2p level consists of three sublevels and each of them can emit. The golden rule sums over all channels, so the level decays with the total strength $3\times2^{15}/3^{10}\,a^2$:

$$A'=\frac43\Big(\frac38\Big)^3\,\frac{3\cdot 2^{15}}{3^{10}}\,\frac{\alpha^5\mu c^2}{\hbar}=3\Big(\frac23\Big)^8\frac{\alpha^5\mu c^2}{\hbar}=3\times0.039018\times0.999456\times1.60650\times10^{10}\ \mathrm{s^{-1}},$$

a lifetime of roughly half a nanosecond.

For an ion the frequency grows as $Z^2$ and the orbit shrinks as $1/Z$. The dipole moment is a charge times a separation, and the charge that holds the ion together is now $Ze$. Then $|\mathbf d|\propto Ze\cdot a/Z$ does not depend on $Z$, the rate follows $\omega^3\propto Z^6$, and $\tau\propto Z^{-6}$.

## Where it fails

The rate formula, the frequency and the single matrix element are correct for hydrogen, and all three are derived below. Two steps are wrong.

The first is the sum over sublevels. The golden rule sums over final states for one given initial state, and the three sublevels are initial states. If $N_{m_l}$ atoms are in sublevel $m_l$ and each decays at the rate $A_{m_l}$, then $dN/dt=-\sum_{m_l}A_{m_l}N_{m_l}$ with $N=\sum_{m_l} N_{m_l}$. When the three rates have a common value $A$ this is $dN/dt=-AN$. The rate of the level is a population-weighted average of the $A_{m_l}$, which for three equal rates is $A$ and not $3A$, so $A'$ is three times too large. The sum over $m_l$ belongs to absorption out of 1s, where the 2p sublevels are final states.

The second is the charge in the dipole. The dipole operator is $\mathbf d=-e\mathbf r_e+Ze\mathbf r_N$, and each charge counts with its own displacement. Define the relative and centre-of-mass coordinates $\mathbf r=\mathbf r_e-\mathbf r_N$ and $\mathbf R=(m\mathbf r_e+M\mathbf r_N)/(m+M)$. Solving these two linear equations gives

$$\mathbf r_e=\mathbf R+\frac{M}{M+m}\,\mathbf r,\qquad \mathbf r_N=\mathbf R-\frac{m}{M+m}\,\mathbf r,$$

and substitution gives

$$\mathbf d=(Z-1)e\,\mathbf R-e\,\frac{M+Zm}{M+m}\,\mathbf r\equiv(Z-1)e\,\mathbf R-eq\,\mathbf r,\qquad q=\frac{M+Zm}{M+m}=1+\frac{(Z-1)m}{M+m}.$$

The first term is the net charge of the ion placed at its centre of mass. It does not act on the internal state. The internal dipole carries the charge $eq$. For $M\to\infty$ the nucleus sits at the centre of mass, its displacement vanishes, and $q\to1$ for every $Z$. For $Z>1$ the value $q=Z$ assumed above is approached only for $M\ll m$, where the nucleus would be the particle that moves. For $Z=1$, $q=1$ at any mass ratio.

## The solution

### The atom

The kinetic energy separates. The momenta conjugate to $\mathbf r$ and $\mathbf R$ are $\mathbf p$ and $\mathbf P$, and the chain rule, $\partial/\partial\mathbf r_e=\partial/\partial\mathbf r+\frac{m}{M+m}\partial/\partial\mathbf R$ and $\partial/\partial\mathbf r_N=-\partial/\partial\mathbf r+\frac{M}{M+m}\partial/\partial\mathbf R$, gives

$$\mathbf p_e=\mathbf p+\frac{m}{M+m}\mathbf P,\qquad \mathbf p_N=-\mathbf p+\frac{M}{M+m}\mathbf P .$$

In $p_e^2/2m+p_N^2/2M$ the cross terms are $+\mathbf p\cdot\mathbf P/(M+m)$ and $-\mathbf p\cdot\mathbf P/(M+m)$, which cancel, and what remains is $p^2/2\mu+P^2/2(M+m)$. The internal Hamiltonian is

$$H_a=-\frac{\hbar^2}{2\mu}\nabla^2-\frac{Ze^2}{4\pi\varepsilon_0 r}.$$

Measure lengths in $a=4\pi\varepsilon_0\hbar^2/(\mu e^2)=\hbar/(\mu c\alpha)=a_0\,m/\mu$, where $a_0$ is the Bohr radius. Both $\hbar^2/(\mu a^2)$ and $e^2/(4\pi\varepsilon_0a)$ then equal $\alpha^2\mu c^2=(\mu/m)E_h$, where $E_h=\alpha^2mc^2$ is the Hartree energy, and in these units $H_a=-\tfrac12\nabla^2-Z/r$.

For a spherical function $\nabla^2f=f''+2f'/r$. With $f=e^{-\beta r}$ this is $(\beta^2-2\beta/r)f$, so $H_af=[-\beta^2/2+(\beta-Z)/r]f$. The $1/r$ term vanishes for $\beta=Z$, which gives $E_{1s}=-Z^2/2$. For a function $x_jf(r)$, where $x_j$ is one Cartesian coordinate, the product rule gives $\nabla^2(x_jf)=x_j\nabla^2f+2\,\partial_jf=x_j(f''+4f'/r)$, because $\nabla^2x_j=0$ and $\partial_jf=x_jf'/r$. Then $H_a(x_jf)=[-\beta^2/2+(2\beta-Z)/r]\,x_jf$, so $\beta=Z/2$ and $E_{2p}=-Z^2/8$. The transition frequency is

$$\hbar\omega=E_{2p}-E_{1s}=\tfrac38Z^2\alpha^2\mu c^2 .$$

All integrals follow from two facts. The radial one is $\int_0^\infty r^ne^{-br}dr=n!/b^{n+1}$. The angular one is $\int \hat n_i\hat n_j\,d\Omega=\tfrac{4\pi}{3}\delta_{ij}$ for a unit vector $\hat{\mathbf n}$: the terms with $i\ne j$ are odd under $\hat n_i\to-\hat n_i$, the three diagonal terms are equal by symmetry, and they add up to $\int1\,d\Omega=4\pi$. The norms are $\int e^{-2Zr}d^3r=4\pi\cdot2/(2Z)^3=\pi/Z^3$ and $\int x_j^2e^{-Zr}d^3r=\tfrac{4\pi}3\cdot24/Z^5=32\pi/Z^5$. Hence

$$\psi_{1s}=\sqrt{\frac{Z^3}{\pi}}\,e^{-Zr},\qquad \psi_{p_j}=\sqrt{\frac{Z^5}{32\pi}}\;x_j\,e^{-Zr/2},\quad j=x,y,z .$$

The three $\psi_{p_j}$ are orthonormal by the angular rule. The eigenstates of $L_z$ are $\psi_{2p_0}=\psi_{p_z}$ and $\psi_{2p_{\pm1}}=\mp(\psi_{p_x}\pm i\psi_{p_y})/\sqrt2$.

### Part (a): the matrix element

The product of the two normalization constants is $\sqrt{Z^8/(32\pi^2)}=Z^4/(4\sqrt2\,\pi)$ and the exponents add to $b=3Z/2$. Therefore

$$\langle1s|x_i|p_j\rangle=\frac{Z^4}{4\sqrt2\,\pi}\int x_ix_j\,e^{-3Zr/2}d^3r=\frac{Z^4}{4\sqrt2\,\pi}\cdot\frac{4\pi}{3}\delta_{ij}\cdot\frac{4!}{(3Z/2)^5}.$$

Here $\tfrac{4\pi}{3}\cdot24=32\pi$ and $(2/3)^5=32/243$, so the coefficient is $32\cdot32/(4\sqrt2\cdot243\,Z)=256/(243\sqrt2\,Z)$. With the unit of length restored,

$$\langle1s|x_i|p_j\rangle=\zeta\,\delta_{ij},\qquad \zeta=\frac{128\sqrt2}{243}\,\frac aZ=0.74494\,\frac aZ,\qquad \zeta^2=\frac{2^{15}}{3^{10}}\frac{a^2}{Z^2}=0.55493\,\frac{a^2}{Z^2},$$

since $128^2\cdot2=2^{15}$ and $243^2=3^{10}$.

The same number splits into a radial and an angular factor. The normalized radial functions are $R_{10}=2Z^{3/2}e^{-Zr}$ and $R_{21}=Z^{5/2}re^{-Zr/2}/(2\sqrt6)$, so

$$\mathcal R=\int_0^\infty R_{10}R_{21}\,r^3dr=\frac{Z^4}{\sqrt6}\cdot\frac{24\cdot32}{243\,Z^5}=\frac{128\sqrt6}{243\,Z},$$

which is $1.29027\,a$ for $Z=1$. The angular factor is $\int Y_{00}\cos\theta\,Y_{10}\,d\Omega=\frac{\sqrt3}{4\pi}\cdot\frac{4\pi}{3}=1/\sqrt3$, and $\zeta=\mathcal R/\sqrt3$. The strength used in the tempting solution is $3\zeta^2=\mathcal R^2$, so putting the bare radial integral in place of the vector matrix element is the same error in another form.

A general normalized 2p state is $\sum_jc_j|p_j\rangle$ with $\sum_j|c_j|^2=1$. Its vector matrix element is $\langle1s|\mathbf r|2p\rangle=\zeta\,\mathbf c$, and

$$|\langle1s|\mathbf r|2p\rangle|^2\equiv\sum_i|\langle1s|x_i|2p\rangle|^2=\zeta^2$$

for every such state. For $m_l=0,+1,-1$ the vectors $\mathbf c$ are $(0,0,1)$, $-(1,i,0)/\sqrt2$ and $(1,-i,0)/\sqrt2$. They are orthonormal, so the matrix $D_{i,m_l}=\langle1s|x_i|2p_{m_l}\rangle$ obeys $D^\dagger D=\zeta^2\,\mathbb 1$.

### The field and the coupling

In the Coulomb gauge, in a periodic box of side $L$ and volume $V=L^3$, the allowed wave vectors are $\mathbf k=2\pi\mathbf n/L$ with integer $\mathbf n$. Each has the frequency $\omega_k=ck$ and two real unit polarization vectors $\boldsymbol\epsilon_{\mathbf k\lambda}$, perpendicular to $\mathbf k$ and to each other. Write

$$\mathbf A(\mathbf x)=\sum_{\mathbf k\lambda}C_k\,\boldsymbol\epsilon_{\mathbf k\lambda}\big(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf x}+a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf x}\big),\qquad[a_{\mathbf k\lambda},a^\dagger_{\mathbf k'\lambda'}]=\delta_{\mathbf k\mathbf k'}\delta_{\lambda\lambda'},$$

and fix $C_k$ by the field energy $\tfrac{\varepsilon_0}2\int(E^2+c^2B^2)\,d^3x$. A free mode has $a\propto e^{-i\omega_kt}$, so $\mathbf E=-\partial_t\mathbf A$ has the terms $i\omega_kC_k\boldsymbol\epsilon\,(ae^{i\mathbf k\cdot\mathbf x}-a^\dagger e^{-i\mathbf k\cdot\mathbf x})$, and $\mathbf B=\nabla\times\mathbf A$ has the same terms with $\omega_k\boldsymbol\epsilon$ replaced by $\mathbf k\times\boldsymbol\epsilon$. The integral over the box keeps only products whose plane waves cancel. The products of $a$ with $a^\dagger$ of the same mode give $V\omega_k^2C_k^2(aa^\dagger+a^\dagger a)$ from $E^2$, and the same from $c^2B^2$ because $c^2|\mathbf k\times\boldsymbol\epsilon|^2=\omega_k^2$. The products $a_{\mathbf k}a_{-\mathbf k}$ carry the factor $-\omega_k^2\,\boldsymbol\epsilon\cdot\boldsymbol\epsilon'$ in $E^2$ and $-c^2(\mathbf k\times\boldsymbol\epsilon)\cdot(-\mathbf k\times\boldsymbol\epsilon')=+\omega_k^2\,\boldsymbol\epsilon\cdot\boldsymbol\epsilon'$ in $c^2B^2$, so they cancel, as do their adjoints. The energy per mode is $\varepsilon_0V\omega_k^2C_k^2(aa^\dagger+a^\dagger a)$. It must be the oscillator energy $\tfrac12\hbar\omega_k(aa^\dagger+a^\dagger a)$, which requires

$$C_k=\sqrt{\frac{\hbar}{2\varepsilon_0V\omega_k}} .$$

A charge $Q$ couples by $\mathbf p\to\mathbf p-Q\mathbf A$. Since $\nabla\cdot\mathbf A=0$, $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and the terms linear in the field are

$$H_{\rm int}=\frac em\,\mathbf A(\mathbf r_e)\cdot\mathbf p_e-\frac{Ze}{M}\,\mathbf A(\mathbf r_N)\cdot\mathbf p_N .$$

The terms in $\mathbf A^2$ hold two photon operators. Acting once on the vacuum they produce zero or two photons, so they do not enter one-photon emission at lowest order.

The dipole approximation evaluates both fields at $\mathbf R$. It needs the wavelength to be long compared with the orbit, whose size is $a/Z$. For the emitted photon $k=\omega/c=\tfrac38Z^2\alpha^2\mu c/\hbar$ and $a=\hbar/(\mu c\alpha)$, so the small parameter is

$$\frac{ka}{Z}=\frac38Z\alpha ,$$

independent of $\mu$ and equal to $2.7365\times10^{-3}$ for hydrogen. Inserting $\mathbf p_e$ and $\mathbf p_N$,

$$H_{\rm int}=e\Big(\frac1m+\frac ZM\Big)\mathbf A(\mathbf R)\cdot\mathbf p-\frac{(Z-1)e}{M+m}\,\mathbf A(\mathbf R)\cdot\mathbf P .$$

The second term contains no internal variable, so its matrix element is proportional to $\langle1s|2p\rangle=0$. In the first, $\frac1m+\frac ZM=\frac{M+Zm}{mM}=\frac{M+Zm}{M+m}\cdot\frac{M+m}{mM}=q/\mu$, the same $q$ that appeared in the dipole. The factor $e^{-i\mathbf k\cdot\mathbf R}$ that goes with $a^\dagger$ hands the momentum $-\hbar\mathbf k$ to the centre of mass. The recoil energy $\hbar^2k^2/2(M+m)$, relative to $\hbar\omega$, is close to $\hbar\omega/2Mc^2$, which is $5.4\times10^{-9}$ for hydrogen. It is dropped, and $\mathbf R$ is set to zero. With $\langle1_{\mathbf k\lambda}|a^\dagger_{\mathbf k\lambda}|0\rangle=1$ the emission amplitude is

$$g_{\mathbf k\lambda}=\langle1s;1_{\mathbf k\lambda}|H_{\rm int}|2p;0\rangle=\frac{eq}{\mu}\sqrt{\frac{\hbar}{2\varepsilon_0V\omega_k}}\;\boldsymbol\epsilon_{\mathbf k\lambda}\cdot\langle1s|\mathbf p|2p\rangle .$$

### The decay law

Keep the initial state and the states it can reach while conserving energy, which are 1s with one photon. In the Schrödinger–Coulomb spectrum 1s is the only level below 2p, and 2s is degenerate with it and leaves no energy for a photon. The omitted states act at this order only as virtual intermediate states, which shift levels but open no decay channel. Write

$$|\Psi(t)\rangle=c(t)\,e^{-iE_{2p}t/\hbar}|2p;0\rangle+\sum_{\mathbf k\lambda}c_{\mathbf k\lambda}(t)\,e^{-i(E_{1s}/\hbar+\omega_k)t}|1s;1_{\mathbf k\lambda}\rangle .$$

Projecting the Schrödinger equation on each basis state gives

$$i\hbar\,\dot c_{\mathbf k\lambda}=g_{\mathbf k\lambda}\,e^{i(\omega_k-\omega)t}c,\qquad i\hbar\,\dot c=\sum_{\mathbf k\lambda}g^*_{\mathbf k\lambda}\,e^{-i(\omega_k-\omega)t}c_{\mathbf k\lambda}.$$

Integrating the first with $c_{\mathbf k\lambda}(0)=0$, inserting it in the second, and using $(i\hbar)^{-2}=-1/\hbar^2$,

$$\dot c(t)=-\int_0^\infty d\omega'\,J(\omega')\int_0^tds\;e^{-i(\omega'-\omega)s}\,c(t-s),\qquad J(\omega')=\frac1{\hbar^2}\sum_{\mathbf k\lambda}|g_{\mathbf k\lambda}|^2\,\delta(\omega_k-\omega') .$$

The function $J$ will turn out to vary on the scale of $\omega$ itself, so the integral over $\omega'$ dephases once $s$ exceeds a few times $1/\omega$. If $c$ changes little in that time, which means a rate and a level shift small compared with $\omega$, then $c(t-s)$ may be replaced by $c(t)$ and, for $t\gg1/\omega$, the upper limit of $s$ by infinity. This is the Weisskopf–Wigner approximation. With $\Delta=\omega'-\omega$ and a convergence factor $e^{-\eta s}$,

$$\int_0^\infty e^{-(\eta+i\Delta)s}ds=\frac1{\eta+i\Delta}=\frac{\eta}{\eta^2+\Delta^2}-i\frac{\Delta}{\eta^2+\Delta^2}\;\to\;\pi\delta(\Delta)-i\,\mathrm{P}\frac1\Delta\qquad(\eta\to0^+),$$

because the first term is a peak of area $\pi$ and vanishing width and the second is an odd function that defines the principal value. So $\dot c=-(A/2+i\,\delta\omega)\,c$ with

$$A=2\pi J(\omega)=\frac{2\pi}{\hbar^2}\sum_{\mathbf k\lambda}|g_{\mathbf k\lambda}|^2\delta(\omega_k-\omega),\qquad \delta\omega=-\,\mathrm P\!\int_0^\infty\frac{J(\omega')}{\omega'-\omega}\,d\omega' .$$

The survival probability is $|c(t)|^2=e^{-At}$, and the mean time spent in 2p is $\tau=\int_0^\infty t\,Ae^{-At}dt=1/A$. The real quantity $\delta\omega$ is this channel's share of the radiative level shift and drops out of $|c|^2$. In the strict dipole approximation its integral diverges at large $\omega'$, where that approximation does not hold. The retardation factor found in part (c) makes it converge.

The line shape follows from the first amplitude equation. With $c=e^{-(A/2+i\delta\omega)t}$, integration over all time gives $|c_{\mathbf k\lambda}(\infty)|^2=(|g|^2/\hbar^2)/[(\omega_k-\omega-\delta\omega)^2+A^2/4]$. Near resonance, where $|g|^2$ and the density of modes are nearly constant, this is a Lorentzian of full width $A$ in angular frequency, or $A/2\pi$ in ordinary frequency.

### From momentum to position

From $[p_j,x_i]=-i\hbar\delta_{ij}$ follows $[p^2,x_i]=\sum_j(p_j[p_j,x_i]+[p_j,x_i]p_j)=-2i\hbar p_i$. The potential commutes with $x_i$, so $[H_a,x_i]=-i\hbar p_i/\mu$. Between eigenstates the left side is $(E_{1s}-E_{2p})\langle1s|x_i|2p\rangle=-\hbar\omega\langle1s|x_i|2p\rangle$. Dividing by $-i\hbar/\mu$,

$$\langle1s|\mathbf p|2p\rangle=\frac{\mu\omega}{i}\langle1s|\mathbf r|2p\rangle=-i\mu\omega\,\langle1s|\mathbf r|2p\rangle .$$

Since $\mathbf p=-i\hbar\nabla$, this says $\langle1s|\partial_z|2p_0\rangle=(\mu\omega/\hbar)\zeta$, which for $Z=1$ is $\tfrac38\times0.74494/a=0.27935/a$. The derivation uses the fact that both states are exact eigenfunctions of $H_a$. For approximate functions the relation is not guaranteed.

This part has found the 1s–2p matrix element, the one-photon emission amplitude and the exponential decay law with $A=2\pi J(\omega)$. What remains is to sum over the photon modes, obtain the lifetime for hydrogen, and find its dependence on $Z$ and the conditions under which that law holds.

Numerical values quoted here were computed with a short program.
